\section*{Why the activity of a two-step catalytic cycle is a volcano}

\section{The question}

A catalyst turns a gas A into a gas P through one adsorbed intermediate:
\begin{equation}
\mathrm{A(g)}+{*}\;\rightleftharpoons\;\mathrm{A}{*},\qquad
\mathrm{A}{*}\;\rightleftharpoons\;\mathrm{P(g)}+{*}.
\end{equation}
Why does the turnover rate pass through a maximum when surfaces are ordered by how strongly they bind A? What fixes the steepness of the two sides, and where does the maximum go when the pressure or the temperature changes?

\section{The mechanism}

Let $E$ be the energy of the first step, negative when A is bound. The energy $\Delta E$ of the overall reaction $\mathrm{A(g)}\to\mathrm{P(g)}$ is a property of the gases, so the second step has energy $\Delta E-E$. Weaker binding therefore makes arrival less favourable and departure more favourable by the same amount.

The Br{\o}nsted--Evans--Polanyi (BEP) relations assume that each barrier follows a fixed fraction of its reaction energy:
\begin{equation}
E_{1}=e_1+\alpha_1E,\qquad E_{2}=e_2+\alpha_2(\Delta E-E),\qquad 0<\alpha_1,\alpha_2<1 .
\label{bep}
\end{equation}
A reverse barrier is the forward barrier minus the reaction energy:
\begin{equation}
E_{3}=E_1-E=e_1-(1-\alpha_1)E,\qquad
E_{4}=E_2-(\Delta E-E)=e_2-(1-\alpha_2)(\Delta E-E).
\label{rev}
\end{equation}
Here 3 labels desorption of A and 4 readsorption of P.

On a strongly binding surface, with no product in the gas, nearly all sites are covered, and the cycle waits for departure. Weakening the bond lowers $E_2$, and the rate rises. On a weakly binding surface nearly all sites are empty. If nearly every adsorbed A reacts, the cycle waits for arrival, and weakening the bond further raises $E_1$; if nearly every one desorbs again, weakening the bond lowers the coverage faster than it speeds release. Either way the rate falls. The remaining task is to show that these two tendencies join in a single peak.

\section{The formula}

\subsection{Turnover}

Let $R_1,\dots,R_4$ be the frequencies, per site in the required state, of adsorption of A, release of P, desorption of A and readsorption of P. Pressures $p_A,p_P$ are measured relative to 1 bar. Transition-state theory gives
\begin{equation}
R_i=\frac{kT}{h}\,p_i\,e^{S_i/k}\,e^{-E_i/kT},\qquad p_1=p_A,\quad p_2=p_3=1,\quad p_4=p_P .
\label{tst}
\end{equation}
The activation entropies $S_i$ are taken as independent of $E$ and $T$. Detailed balance requires $S_3=S_1-\Delta S_1$ and $S_4=S_2-(\Delta S-\Delta S_1)$, where $\Delta S_1$ is the entropy of adsorption and $\Delta S$ that of the overall reaction.

The sites do not interact. A fraction $\theta$ is covered, and in the steady state filling balances emptying:
\begin{equation}
(R_1+R_4)(1-\theta)=(R_2+R_3)\theta
\;\Rightarrow\;
\theta=\frac{R_1+R_4}{D},\qquad D=R_1+R_2+R_3+R_4 .
\end{equation}
The net turnover is the release of P minus its readsorption. The terms $R_2R_4$ cancel:
\begin{equation}
r=R_2\theta-R_4(1-\theta)=\frac{R_1R_2-R_3R_4}{D}=\frac{R_1R_2}{D}(1-\gamma),\qquad
\gamma=\frac{R_3R_4}{R_1R_2}.
\label{rate}
\end{equation}
In $\gamma$ the barriers combine to $E_3+E_4-E_1-E_2=-\Delta E$, so
$\gamma=(p_P/p_A)\,e^{(\Delta E-T\Delta S)/kT}$ does not depend on $E$. We take $\gamma<1$, so that the reaction runs forward.

\subsection{Slope and concavity}

Put $x=E/kT$ and $w_i=R_i/D$, so that $\sum_iw_i=1$. From (\ref{bep})--(\ref{tst}), the derivatives $g_i=d\ln R_i/dx$ are
\begin{equation}
g_1=-\alpha_1,\quad g_2=\alpha_2,\quad g_3=1-\alpha_1,\quad g_4=-(1-\alpha_2).
\end{equation}
Since $d\ln D/dx=\sum_iw_ig_i$, the logarithm of (\ref{rate}) gives
\begin{equation}
\frac{d\ln r}{dx}=g_1+g_2-\sum_iw_ig_i=\sum_iw_i\sigma_i,\qquad \sigma_i=\alpha_2-\alpha_1-g_i ,
\label{slope}
\end{equation}
\begin{equation}
\sigma_1=\alpha_2,\quad \sigma_2=-\alpha_1,\quad \sigma_3=-(1-\alpha_2),\quad \sigma_4=1-\alpha_1 .
\end{equation}
The slope is a weighted average of four constants. The two processes that fill a site contribute positive constants, and the two that empty it contribute negative ones.

Write $\bar\sigma=\sum_iw_i\sigma_i$ and $\bar g=\sum_iw_ig_i$. The weights change as $dw_i/dx=w_i(g_i-\bar g)=-w_i(\sigma_i-\bar\sigma)$, because $g_i$ and $-\sigma_i$ differ by a constant. Hence
\begin{equation}
\frac{d^2\ln r}{dx^2}=-\sum_iw_i\sigma_i(\sigma_i-\bar\sigma)=-\sum_iw_i(\sigma_i-\bar\sigma)^2<0 .
\label{concave}
\end{equation}
The inequality is strict because $w_1$ and $w_2$ are positive and $\sigma_1\neq\sigma_2$. So $\ln r$ is concave and has at most one maximum. In the linear model a maximum exists: a filling process dominates $D$ as $E\to-\infty$, where the slope is positive, and an emptying process as $E\to+\infty$, where it is negative. The argument applies to real surfaces only where all four barriers are positive, since (\ref{bep}) fails beyond that range. Of the two peak positions found below, (\ref{eq}) contains neither $e_1$ nor $\alpha_1$ and still applies if adsorption becomes barrierless but is equilibrated. The position (\ref{irr}) does not survive. Where $E_1$ has dropped to zero, $R_1$ no longer depends on $E$, so $\alpha_1$ is in effect zero. If (\ref{irr}) falls in that range, the maximum without product lies instead at (\ref{eq}) or at the binding energy where the barrier vanishes, whichever is the more negative.

\subsection{The two sides}

Let there be no product in the gas, so $R_4=0$ and $\gamma=0$. The limiting slopes follow from whichever frequency dominates $D$:
\begin{align}
\text{strong binding, } R_1 \text{ dominant:}&\quad r\simeq R_2, & d\ln r/dx&=+\alpha_2,\\
\text{weak binding, } R_2 \text{ dominant:}&\quad r\simeq R_1, & d\ln r/dx&=-\alpha_1,\\
\text{weak binding, } R_3 \text{ dominant:}&\quad r\simeq R_1R_2/R_3, & d\ln r/dx&=-(1-\alpha_2).
\end{align}
The weak side can thus have two parts. In the first, nearly every adsorbed A reacts. In the second, nearly every one desorbs again, so adsorption is equilibrated; the small coverage falls as $e^{-x}$ while the release frequency grows as $e^{\alpha_2x}$. The parts meet where $R_2=R_3$. Equating the exponents in (\ref{tst}) and solving for $E$ gives
\begin{equation}
E_b=\frac{e_1-e_2-\alpha_2\Delta E-T(S_3-S_2)}{1-\alpha_1-\alpha_2}.
\label{bend}
\end{equation}
Since $R_3/R_2\propto e^{(1-\alpha_1-\alpha_2)x}$, the equilibrated part lies on the weaker-binding side of $E_b$ if $\alpha_1+\alpha_2<1$. If the sum is 1, both parts have the same slope.

Without product, the rise on the strong side needs the BEP response of the second barrier. With $\alpha_2=0$ and no product, (\ref{slope}) becomes $-\alpha_1w_2-w_3<0$, and the rate falls throughout. The numerical check confirms this.

\subsection{Position of the peak}

Setting (\ref{slope}) to zero without product gives
\begin{equation}
\alpha_2R_1=\alpha_1R_2+(1-\alpha_2)R_3 .
\label{peak}
\end{equation}
If $R_3$ is negligible, $R_1/R_2=\alpha_1/\alpha_2$, and the coverage at the peak is $\theta=\alpha_1/(\alpha_1+\alpha_2)$. Taking the logarithm of $\alpha_2R_1=\alpha_1R_2$, multiplying by $kT$ and collecting $E$,
\begin{equation}
E^*=\frac{e_2+\alpha_2\Delta E-e_1+T(S_1-S_2)+kT\ln(\alpha_2p_A/\alpha_1)}{\alpha_1+\alpha_2}.
\label{irr}
\end{equation}
If instead $R_2$ is negligible in (\ref{peak}), then $R_1/R_3=p_A\,e^{\Delta S_1/k-E/kT}=(1-\alpha_2)/\alpha_2$. The coverage is $1-\alpha_2$, and
\begin{equation}
E^*=T\Delta S_1+kT\ln p_A-kT\ln\frac{1-\alpha_2}{\alpha_2}.
\label{eq}
\end{equation}

\subsection{Shift with pressure}

Without product, on the strong side $r\simeq R_2$ does not depend on $p_A$; on the weak side $r$ is proportional to $p_A$. More pressure lifts the weak side alone, so the crossing moves towards weaker binding.

For the size of the shift, note that $p_A$ enters $R_1$ alone, so $\partial w_i/\partial\ln p_A=w_i(\delta_{i1}-w_1)$. At the peak, where $\bar\sigma=0$, this changes $\bar\sigma$ at the rate $\sigma_1w_1-w_1\bar\sigma=\alpha_2w_1$. By (\ref{concave}), $\bar\sigma$ changes with $x$ at the rate $-V$, with $V=\sum_i\sigma_i^2w_i$. Keeping $\bar\sigma=0$ requires
\begin{equation}
\frac{dE^*}{d\ln p_A}=kT\,\frac{\alpha_2w_1}{V}>0,\qquad
\frac{dE^*}{d\ln p_P}=kT\,\frac{(1-\alpha_1)w_4}{V}>0,
\label{press}
\end{equation}
the second by the same argument applied to $R_4$.

Without product, let $f=(1-\alpha_2)w_3/(\alpha_2w_1)$ be the share of the last term in (\ref{peak}). Then $(1-\alpha_2)w_3=f\alpha_2w_1$ and $\alpha_1w_2=(1-f)\alpha_2w_1$, so
\begin{equation}
V=\alpha_2w_1B,\quad B=\alpha_2+(1-f)\alpha_1+f(1-\alpha_2),\qquad \frac{dE^*}{d\ln p_A}=\frac{kT}{B}.
\label{B}
\end{equation}
$B$ runs from $\alpha_1+\alpha_2$ at $f=0$ to 1 at $f=1$, in agreement with (\ref{irr}) and (\ref{eq}). At these two ends it is the sum of the steepnesses of the two sides that meet at the peak. In between, it is $\alpha_2$ plus an average of $\alpha_1$ and $1-\alpha_2$ with weights $1-f$ and $f$.

\subsection{Shift with temperature}

At fixed $E$ and pressures, $\partial\ln R_i/\partial T=1/T+E_i/kT^2$. The common $1/T$ cancels in the weights, and at the peak $\partial\bar\sigma/\partial T=\sum_i\sigma_iw_iE_i/kT^2$. Dividing by $-\partial\bar\sigma/\partial E=V/kT$,
\begin{equation}
\frac{dE^*}{dT}=\frac{\sum_i\sigma_iw_iE_i}{TV}
\;\xrightarrow{\;p_P=0\;}\;
-\frac{(1-f)E_2+fE_3-E_1}{TB}.
\label{temp}
\end{equation}
Heating speeds up the process with the higher barrier more. Without product, if both ways of leaving the site have higher barriers than arriving ($E_2,E_3>E_1$), heat empties the surface, and the best catalyst must bind more strongly. If $E_1$ lies between them, the sign of the shift is set by the average $(1-f)E_2+fE_3$ and need not follow the change of coverage.

Which entropy decides the sign depends on $f$. For $f=1$, $E_3-E_1=-E^*$, which by (\ref{eq}) is positive as long as $-\Delta S_1>k\ln[\alpha_2p_A/(1-\alpha_2)]$, so the entropy of adsorption decides. In the other limit the activation entropies decide. For $f=0$, the condition $\alpha_2R_1=\alpha_1R_2$ gives $E_2-E_1=T(S_2-S_1)+kT\ln[\alpha_1/(\alpha_2p_A)]$, which is positive as long as $S_2-S_1>k\ln(\alpha_2p_A/\alpha_1)$.

\section{The number}

Take round model parameters, in eV because barriers are of that order: $\alpha_1=0.4$, $\alpha_2=0.3$, $e_1=0.7$, $e_2=0.8$, $\Delta E=-1.0$ eV. The entropies are $S_1=-1.2$, $S_2=0$, $\Delta S_1=-1.5$ and $\Delta S=0$ meV/K. At $T=500$ K, $kT=0.04309$ eV; $p_A=1$ bar and $p_P=0$. The barriers $E_1$ and $E_3$ are positive for $-1.75<E<1.17$ eV, and there $E_2$ and $E_4$ are positive too.

Equation (\ref{irr}) gives
\begin{equation}
E^*=\frac{0.8-0.3-0.7-0.6+0.04309\ln 0.75}{0.7}\ \mathrm{eV}=-1.161\ \mathrm{eV},
\end{equation}
or $-112$ kJ/mol. The numerical maximum agrees; there $f=0.0002$, the coverage is $0.571=0.4/0.7$, and the turnover is $1.7\times10^4$ s$^{-1}$. It drops to $6.9\times10^2$ s$^{-1}$ at $-1.7$ eV and to $84$ s$^{-1}$ at $-0.5$ eV.

The computed slopes at $-1.7$, $-0.5$ and $1.1$ eV are $0.300$, $-0.403$ and $-0.700$, against limits of $0.3$, $-0.4$ and $-0.7$. A slope of $0.3$ means $0.3/(0.04309\ln10)=3.0$ decades per eV. The bend (\ref{bend}) lies at $(0.7-0.8+0.3-0.15)/0.3=0.17$ eV, where the turnover is already below $0.1$ s$^{-1}$; on the weak side the slope goes from zero at the peak to about $-\alpha_1$ within some $0.3$ eV and stays close to it until the bend is approached.

Raising $p_A$ to 10 bar should move the peak by $0.04309\ln10/0.7=0.142$ eV. The computed peak moves from $-1.161$ to $-1.019$ eV. For the temperature, the barriers at the peak are $E_1=0.236$ and $E_2=0.848$ eV, so (\ref{temp}) gives $-0.612/(500\times0.7)$ eV/K $=-1.75$ meV/K. Heating to 550 K should shift the peak by $-0.087$ eV, and the computed peak is at $-1.248$ eV.

A second family, with $e_1=0.4$ and $e_2=1.3$ eV, peaks with equilibrated adsorption ($f=1.000$) at $-0.787$ eV and coverage $0.700=1-\alpha_2$. Tenfold pressure moves this peak by $kT\ln10=0.099$ eV.

Product in the gas can take over the strong side. With $e_1=1.1$, $e_2=0.9$, $\Delta E=-0.2$ eV and $p_P=1$ bar, the slope at $-1.45$ eV is $0.600=1-\alpha_1$, and the peak lies at $-0.932$ eV instead of $-1.246$ eV without product. It now follows the product pressure, with $dE^*/d\ln p_P=0.0429$ eV, and hardly the reactant pressure, with $0.0003$ eV. The reason is in (\ref{press}): when $R_4$ and $R_2$ dominate, the peak condition $(1-\alpha_1)w_4=\alpha_1w_2$ gives $w_4=\alpha_1$ and $V=\alpha_1(1-\alpha_1)$, so $dE^*/d\ln p_P$ is close to $kT$, while $dE^*/d\ln p_A$ is small because $w_1$ is small.

These results hold for a family of surfaces that shares one set of BEP parameters and entropies. If neighbouring adsorbates repel and this is treated in mean field, $E$ is replaced in all four barriers by $\varepsilon=E+U\theta$ with $U>0$. The rate is then the same function of $\varepsilon$ as before. Since $\theta$ falls as $\varepsilon$ rises, $d\varepsilon/dE=1/(1-U\,d\theta/d\varepsilon)$ is positive, and it tends to 1 where $\theta$ approaches 0 or 1. The limiting slopes and the peak coverage therefore survive, the top of the curve broadens, and the peak moves by $-U\theta$. Beyond mean field, correlations between neighbouring sites can change the peak coverage as well.

\section*{Calculated quantities}
\begin{verbatim}
T = 500 K, pA = 1 bar, kT = 0.04309 eV
entropies (meV/K): activation 1 -1.2, activation 2 0.0, adsorption -1.5, total 0.0
main: alpha1 0.4, alpha2 0.3, e1 0.7, e2 0.8, dE -1.0 eV, pP 0 bar
mixed: alpha1 0.4, alpha2 0.3, e1 0.5, e2 0.9, dE -1.0 eV, pP 0 bar
equilibrated: alpha1 0.4, alpha2 0.3, e1 0.4, e2 1.3, dE -1.0 eV, pP 0 bar
inhibited: alpha1 0.4, alpha2 0.3, e1 1.1, e2 0.9, dE -0.2 eV, pP 1 bar
main family, no product: E (eV), turnover (1/s), coverage
   -1.7  6.877e+02  9.999e-01
   -1.4  5.470e+03  9.849e-01
   -1.1  1.492e+04  3.326e-01
   -0.8  1.373e+03  3.791e-03
   -0.5  8.435e+01  2.884e-05
    0.2  5.671e-02  1.482e-10
    1.1  4.534e-08  2.250e-19
slope strong, E = -1.7 eV: 0.2999 per kT, limit 0.3 = 3.02 decades/eV
slope weak, irreversible, E = -0.5 eV: -0.4028 per kT, limit -0.4 = -4.03 decades/eV
slope weak, equilibrated, E = 1.1 eV: -0.6995 per kT, limit -0.7 = -7.06 decades/eV
bend of weak leg: E = 0.1667 eV
inhibited family, strong slope at -1.45 eV: 0.5999 per kT
order in A: strong leg 0.00012, weak leg 0.99997
main peak: E* = -1.1606 eV, coverage 0.5714, turnover 1.681e+04 1/s
  equilibrated share f = 0.00017
  dE*/dln pA = 0.06155 eV, dE*/dT = -1.7499 meV/K
  barriers (eV): Ea1 0.2358, Ea2 0.8482, Ea-1 1.3963, Ea-2 0.6876
mixed peak: E* = -0.8029 eV, coverage 0.6535, turnover 2.278e+04 1/s
  equilibrated share f = 0.68388
  dE*/dln pA = 0.04760 eV, dE*/dT = -1.6756 meV/K
  barriers (eV): Ea1 0.1788, Ea2 0.8409, Ea-1 0.9817, Ea-2 1.0380
equilibrated peak: E* = -0.7865 eV, coverage 0.7000, turnover 2.541e+00 1/s
  equilibrated share f = 1.00000
  dE*/dln pA = 0.04309 eV, dE*/dT = -1.5730 meV/K
  barriers (eV): Ea1 0.0854, Ea2 1.2360, Ea-1 0.8719, Ea-2 1.4494
inhibited peak: E* = -0.9323 eV, coverage 0.4015, turnover 2.595e-01 1/s
  dE*/dln pA = 0.00026 eV, dE*/dT = -1.4632 meV/K
  barriers (eV): Ea1 0.7271, Ea2 1.1197, Ea-1 1.6594, Ea-2 0.3874
peak at 500 K, 1 bar: main -1.1606 eV, equilibrated -0.7865 eV
peak at 500 K, 10 bar: main -1.0189 eV, equilibrated -0.6873 eV
peak at 550 K, 1 bar: main -1.2481 eV, equilibrated -0.8652 eV
inhibited family without product: E* = -1.2463 eV
inhibited family: dE*/dln pP = 0.04290 eV
main peak in kJ/mol: -112.0
\end{verbatim}
